# Matrix elements of Laplacian-dependent functionals without fourth density derivatives: verification in Python

```python
"""Matrix elements of a functional E = int f(rho, sigma, lap, tau) d3r.
Result under test (v_* are partial derivatives of f, a and b basis functions):
  V_ab = int v_rho a b + 2 v_sigma grad(rho).grad(a b)
         + v_lap (a lap b + b lap a) + (v_tau/2 + 2 v_lap) grad a . grad b
sigma = |grad rho|^2, lap = Laplacian of rho, tau = (1/2) sum n_i |grad phi_i|^2.
Functional: Becke-Roussel exchange, closed shell. System: neon atom, cc-pVTZ.
Hartree atomic units throughout.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import simpson
from scipy.linalg import expm
from pyscf import gto, scf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
GAMMA = 0.8
A = 2 / 3 * np.pi ** (2 / 3)
C_X = 0.5 * (8 * np.pi) ** (1 / 3)


def curvature_function(x):
    return (x - 2) * np.exp(2 * x / 3) / x


def curvature_slope(x):
    return 2 / 3 * np.exp(2 * x / 3) * (x * x - 2 * x + 3) / x**2


def solve_x(y):
    """Positive root of curvature_function(x) = y: bisection, then Newton."""
    low, high = np.full_like(y, 1e-12), np.full_like(y, 200.0)
    for _ in range(50):
        mid = 0.5 * (low + high)
        below = curvature_function(mid) < y
        low, high = np.where(below, mid, low), np.where(below, high, mid)
    x = 0.5 * (low + high)
    for _ in range(2):
        x = x - (curvature_function(x) - y) / curvature_slope(x)
    return x


def spin_exchange(rho_s, Q):
    """Energy density of one spin and its derivatives in rho_s and Q."""
    y = Q / (A * rho_s ** (5 / 3))
    x = solve_x(y)
    up, down = np.exp(x / 3), np.exp(-2 * x / 3)
    h = (up - down * (1 + x / 2)) / x
    dh = up * (1 / (3 * x) - 1 / x**2) + down * (2 / 3 * (1 / x + 0.5) + 1 / x**2)
    ratio = dh / curvature_slope(x)
    e = -C_X * rho_s ** (4 / 3) * h
    e_rho = -C_X * rho_s ** (1 / 3) * (4 / 3 * h - 5 / 3 * y * ratio)
    e_Q = -C_X / A * rho_s ** (-1 / 3) * ratio
    return e, e_rho, e_Q


def functional(rho, sigma, lap, tau):
    """f and its derivatives in rho, sigma, lap, tau (closed shell)."""
    Q = (lap / 2 - 2 * GAMMA * (tau - sigma / (8 * rho))) / 6
    e, e_rho, e_Q = spin_exchange(rho / 2, Q)
    v_rho = e_rho - 2 * e_Q * GAMMA / 3 * sigma / (8 * rho**2)
    v_sigma = 2 * e_Q * GAMMA / (24 * rho)
    return 2 * e, v_rho, v_sigma, e_Q / 6, -2 * GAMMA * e_Q / 3


# ---- functional: hydrogen atom, uniform gas, pointwise derivatives ----
s = np.arange(np.log(1e-5), np.log(40.0), 0.01)
r_h = np.exp(s)
rho_h = np.exp(-2 * r_h) / np.pi
e_h = spin_exchange(rho_h, (4 - 4 / r_h) * rho_h / 6)[0]
E_hydrogen = 4 * np.pi * simpson(r_h**3 * e_h, x=s)
assert abs(E_hydrogen + 5 / 16) < 1e-7
rho_u = np.array([0.2])
tau_u = 0.3 * (3 * np.pi**2) ** (2 / 3) * rho_u ** (5 / 3)
lda = -0.75 * (3 / np.pi) ** (1 / 3) * rho_u ** (4 / 3)
gas_ratio = (functional(rho_u, 0 * rho_u, 0 * rho_u, tau_u)[0] / lda)[0]
assert abs(gas_ratio - 1) < 0.01
point = np.array([0.3, 0.2, -0.5, 0.4])
numeric = []
for k in range(4):
    d = np.zeros(4)
    d[k] = 1e-4
    plus = functional(*(point + d)[:, None])[0][0]
    minus = functional(*(point - d)[:, None])[0][0]
    numeric.append((plus - minus) / 2e-4)
analytic = [v[0] for v in functional(*point[:, None])[1:]]
assert np.allclose(numeric, analytic, atol=1e-7)
tau_lap_ratio = numeric[3] / numeric[2]
assert abs(tau_lap_ratio + 4 * GAMMA) < 1e-5

# ---- the Laplacian of v_lap holds the fourth density derivative ----
rs = sp.symbols("r", positive=True)
dens = sp.Function("n")(rs)


def radial_laplacian(g):
    return sp.diff(g, rs, 2) + 2 * sp.diff(g, rs) / rs


L, n0 = sp.symbols("L n0")
f_sample = L**3 / n0**2
insert = {L: radial_laplacian(dens), n0: dens}
v_sample = sp.diff(f_sample, L).subs(insert)
fourth = sp.expand(radial_laplacian(v_sample).doit()).coeff(sp.diff(dens, rs, 4))
assert sp.simplify(fourth - sp.diff(f_sample, L, 2).subs(insert)) == 0

# ---- neon: integrals and product grid (log radial, Gauss angular) ----
mol = gto.M(atom="Ne 0 0 0", basis="cc-pvtz", verbose=0)
n_occ = mol.nelectron // 2
h_core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
eri = mol.intor("int2e")
s_grid = np.arange(np.log(1e-5), np.log(9.0), 0.05)
cos_t, w_t = np.polynomial.legendre.leggauss(6)
phi_a = 2 * np.pi * np.arange(12) / 12
ct, ph = [g.ravel() for g in np.meshgrid(cos_t, phi_a, indexing="ij")]
st = np.sqrt(1 - ct**2)
directions = np.stack([st * np.cos(ph), st * np.sin(ph), ct], axis=1)
w_ang = np.repeat(w_t, 12) * 2 * np.pi / 12
coords = (np.exp(s_grid)[:, None, None] * directions[None]).reshape(-1, 3)
weights = (0.05 * np.exp(3 * s_grid)[:, None] * w_ang[None]).ravel()


def basis_values(points):
    """Rows: value, d/dx, d/dy, d/dz, Laplacian of every basis function."""
    ao = mol.eval_gto("GTOval_sph_deriv2", np.ascontiguousarray(points))
    return np.array([ao[0], ao[1], ao[2], ao[3], ao[4] + ao[7] + ao[9]])


def density_variables(ao, P):
    c = ao[0] @ P
    rho = np.sum(c * ao[0], axis=1)
    grad = np.array([2 * np.sum(c * ao[k], axis=1) for k in (1, 2, 3)])
    tau = 0.5 * sum(np.sum((ao[k] @ P) * ao[k], axis=1) for k in (1, 2, 3))
    lap = 2 * np.sum(c * ao[4], axis=1) + 4 * tau
    return rho, grad, lap, tau


AO = basis_values(coords)


def exchange_energy(P):
    rho, grad, lap, tau = density_variables(AO, P)
    return weights @ functional(rho, np.sum(grad**2, axis=0), lap, tau)[0]


def exchange_parts(P):
    """Matrices from v_rho, v_sigma, v_lap (a lap b), v_lap (grad.grad), v_tau."""
    rho, grad, lap, tau = density_variables(AO, P)
    v = functional(rho, np.sum(grad**2, axis=0), lap, tau)
    v_rho, v_sigma, v_lap, v_tau = [weights * g for g in v[1:]]

    def gradient_matrix(weight):
        return sum(AO[k].T @ (weight[:, None] * AO[k]) for k in (1, 2, 3))

    local = AO[0].T @ (v_rho[:, None] * AO[0])
    slope = sum((2 * v_sigma * grad[k - 1])[:, None] * AO[k] for k in (1, 2, 3))
    gga = AO[0].T @ slope
    outer = AO[0].T @ (v_lap[:, None] * AO[4])
    return np.array([local, gga + gga.T, outer + outer.T,
                     2 * gradient_matrix(v_lap), 0.5 * gradient_matrix(v_tau)])


def coulomb(P):
    return np.einsum("ijkl,kl->ij", eri, P)


def total_energy(P):
    return np.sum((h_core + 0.5 * coulomb(P)) * P) + exchange_energy(P)


def run_scf(start, keep_laplacian):
    mf = scf.RHF(mol)
    mf.verbose, mf.max_cycle = 0, 80
    mf.conv_tol, mf.conv_tol_grad = 1e-10, 1e-6
    used = [0, 1, 2, 3, 4] if keep_laplacian else [0, 1, 4]

    def veff(mol=None, dm=None, *args, **kwargs):
        P = np.asarray(mf.make_rdm1() if dm is None else dm)
        return coulomb(P) + exchange_parts(P)[used].sum(axis=0)

    def energy_elec(dm=None, h1e=None, vhf=None):
        P = np.asarray(mf.make_rdm1() if dm is None else dm)
        return total_energy(P), 0.0

    mf.get_veff, mf.energy_elec = veff, energy_elec
    mf.kernel(dm0=start)
    assert mf.converged
    return mf.mo_coeff, np.asarray(mf.make_rdm1())


hf = scf.RHF(mol)
hf.verbose = 0
hf.kernel()
P_hf = np.asarray(hf.make_rdm1())
E_x_hf = -0.25 * np.sum(hf.get_k() * P_hf)
C, P = run_scf(P_hf, True)
E_total, E_x = total_energy(P), exchange_energy(P)
assert abs(E_x / E_x_hf - 1) < 0.05
parts = exchange_parts(P)
parts_mo = np.array([C.T @ m @ C for m in parts])
fock_mo = C.T @ (h_core + coulomb(P) + parts.sum(axis=0)) @ C
electrons = weights @ density_variables(AO, P)[0]
assert abs(electrons - mol.nelectron) < 1e-7


def derivative(function, step=1e-3):
    """Fourth-order central difference at zero."""
    return (8 * (function(step) - function(-step))
            - function(2 * step) + function(-2 * step)) / (12 * step)


# ---- matrix elements against energy differences, non-spherical density ----
rng = np.random.default_rng(3)


def random_rotation():
    m = rng.normal(size=fock_mo.shape)
    m = m - m.T
    return m / np.linalg.norm(m, 2)


C1 = C @ expm(0.3 * random_rotation())
K = random_rotation()


def rotated_density(t):
    occ = (C1 @ expm(t * K))[:, :n_occ]
    return 2 * occ @ occ.T


half = 2 * (C1 @ K)[:, :n_occ] @ C1[:, :n_occ].T
general = exchange_parts(rotated_density(0.0))
slopes = np.sum(general * (half + half.T), axis=(1, 2))
slope_energy = derivative(lambda t: exchange_energy(rotated_density(t)))
assert abs(slopes.sum() - slope_energy) < 1e-7
slope_without = slopes[[0, 1, 4]].sum()
assert abs(slope_without - slope_energy) > 1e-4

# ---- eigenvalues are occupation derivatives; the energy is stationary ----
for i in (0, 1, 2):
    one = np.outer(C[:, i], C[:, i])
    assert abs(derivative(lambda t: total_energy(P + t * one)) - fock_mo[i, i]) < 1e-6
lap_mo = parts_mo[2] + parts_mo[3]
block = np.abs(lap_mo[:n_occ, n_occ:])
i_o, i_v = np.unravel_index(np.argmax(block), block.shape)


def mixed_density(t):
    occ = C[:, :n_occ].copy()
    occ[:, i_o] = np.cos(t) * C[:, i_o] + np.sin(t) * C[:, n_occ + i_v]
    return 2 * occ @ occ.T


stationary = derivative(lambda t: total_energy(mixed_density(t)))
assert abs(stationary) < 1e-5 < block.max()
P_dropped = run_scf(P, False)[1]
penalty = total_energy(P_dropped) - E_total
assert penalty > 1e-8

# ---- radial ray: weak form against the explicit Laplacian of v_lap ----
STEP = 0.005
s_ray = np.arange(np.log(1e-5), np.log(9.0), STEP)
ray = np.exp(s_ray)
unit = np.array([1.0, 2.0, 3.0]) / np.sqrt(14.0)
ao_ray = basis_values(ray[:, None] * unit)
rho_r, grad_r, lap_r, tau_r = density_variables(ao_ray, P)
_, _, _, vl_r, vt_r = functional(rho_r, np.sum(grad_r**2, axis=0), lap_r, tau_r)


def log_derivatives(g):
    """First and second derivative in ln r, eighth order, four ends cut."""
    n = len(g)
    first, second = np.zeros(n - 8), -205 / 72 * g[4:-4]
    c1, c2 = (4 / 5, -1 / 5, 4 / 105, -1 / 280), (8 / 5, -1 / 5, 8 / 315, -1 / 560)
    for k in range(1, 5):
        ahead, behind = g[4 + k:n - 4 + k], g[4 - k:n - 4 - k]
        first += c1[k - 1] * (ahead - behind)
        second += c2[k - 1] * (ahead + behind)
    return first / STEP, second / STEP**2


cut = slice(4, -4)
r, sr, vl, vt = ray[cut], s_ray[cut], vl_r[cut], vt_r[cut]
vl_1, vl_2 = log_derivatives(vl_r)
lap_vl = (vl_1 + vl_2) / r**2
orb = np.array([m @ C for m in ao_ray])
pairs = {"1s,1s": [(0, 0)], "1s,2s": [(0, 1)], "2s,2s": [(1, 1)],
         "2p,2p": [(2, 2), (3, 3), (4, 4)]}
ray_results = {}
inside = r <= 1.0
for name, members in pairs.items():
    prod = sum(orb[0][:, a] * orb[0][:, b] for a, b in members) / len(members)
    lap_prod = sum(orb[0][:, a] * orb[4][:, b] + orb[0][:, b] * orb[4][:, a]
                   + 2 * sum(orb[k][:, a] * orb[k][:, b] for k in (1, 2, 3))
                   for a, b in members) / len(members)
    weak_f = 4 * np.pi * r**3 * vl * lap_prod[cut]
    strong_f = 4 * np.pi * r**3 * prod[cut] * lap_vl
    weak, strong = simpson(weak_f, x=sr), simpson(strong_f, x=sr)
    matrix = sum(lap_mo[a, b] for a, b in members) / len(members)
    assert abs(weak - strong) < 1e-6 and abs(weak - matrix) < 1e-6
    weak_in = simpson(weak_f[inside], x=sr[inside])
    strong_in = simpson(strong_f[inside], x=sr[inside])
    edge = np.flatnonzero(inside)[-1]
    prod_1 = log_derivatives(prod)[0]
    surface = 4 * np.pi * r[edge] * (vl * prod_1 - prod[cut] * vl_1)[edge]
    assert abs(weak_in - strong_in - surface) < 1e-6
    ray_results[name] = (matrix, strong, weak_in, strong_in, surface)
assert abs(ray_results["2p,2p"][4]) > 1e-4

# ---- radial shell formula for 2p, Laplacian and tau terms together ----
p_vec = orb[0][:, 2:5]
p_ref = p_vec[np.argmax(np.sum(p_vec**2, axis=1))]
R_full = p_vec @ p_ref / np.linalg.norm(p_ref) * np.sqrt(4 * np.pi / 3)
R, (R_1, R_2) = R_full[cut], log_derivatives(R_full)
shell = ((vt / 2 + 2 * vl) * (R_1**2 + 2 * R**2)
         + 2 * vl * R * (R_2 + R_1 - 2 * R))
shell_value = simpson(r * shell, x=sr)
shell_matrix = np.mean([parts_mo[2:, i, i].sum() for i in (2, 3, 4)])
assert abs(shell_value - shell_matrix) < 1e-6

# ---- output ----
print(f"BR89 gamma = {GAMMA}; basis functions = {mol.nao}; grid points = {len(weights)}")
print(f"Hydrogen exchange energy = {E_hydrogen:.7f} hartree")
print(f"Uniform gas: BR89 / exact exchange = {gas_ratio:.5f}")
print(f"v_tau / v_lap from finite differences = {tau_lap_ratio:.5f}")
print(f"Neon: electrons on grid = {electrons:.8f}")
print(f"Neon: total energy, exchange only = {E_total:.6f} hartree"
      f" = {E_total * HARTREE_EV:.3f} eV")
print(f"Neon: BR89 exchange energy = {E_x:.6f} hartree")
print(f"Neon: Hartree-Fock exchange energy = {E_x_hf:.6f} hartree")
print("Exchange parts of the eigenvalues (hartree):")
print("orb  v_rho  v_sigma  v_lap(a lap b)  v_lap(grad.grad)  v_tau | sum")
for name, i in (("1s", 0), ("2s", 1), ("2p", 2)):
    q = parts_mo[:, i, i]
    print(name, " ".join(f"{g:.6f}" for g in q), f"| {q.sum():.6f}")
for name, i in (("1s", 0), ("2s", 1), ("2p", 2)):
    e = fock_mo[i, i]
    print(f"Eigenvalue {name} = {e:.6f} hartree = {e * HARTREE_EV:.3f} eV")
print("Laplacian element (hartree): matrix | integral of product * lap v_lap")
for name, q in ray_results.items():
    print(f"{name}: {q[0]:.8f} | {q[1]:.8f}")
print(f"Sphere of radius {r[edge]:.4f} bohr (hartree): weak | strong | surface")
for name, q in ray_results.items():
    print(f"{name}: {q[2]:.7f} | {q[3]:.7f} | {q[4]:.7f}")
print(f"2p Laplacian + tau (hartree): radial {shell_value:.8f}, matrix {shell_matrix:.8f}")
print("r (bohr) | rho (bohr^-3) | v_lap (hartree bohr^2) | lap v_lap (hartree)")
for target in (0.001, 0.01, 0.1, 0.3, 1.0, 3.0):
    j = np.argmin(abs(r - target))
    print(f"{r[j]:.5f} | {rho_r[cut][j]:.5e} | {vl[j]:.5e} | {lap_vl[j]:.5e}")
print("Non-spherical density, dE_x/dt (hartree):")
print(f"energy differences {slope_energy:.8f}, matrix {slopes.sum():.8f}")
print(f"matrix without v_lap terms {slope_without:.8f}")
print(f"Largest occupied-virtual v_lap element = {block.max():.6f} hartree")
print(f"dE/dangle for that pair at self-consistency = {stationary:.1e} hartree")
print(f"Energy penalty if v_lap is dropped from Fock matrix = {penalty:.3e} hartree")
print("OK")
```

Output:

```
BR89 gamma = 0.8; basis functions = 30; grid points = 19800
Hydrogen exchange energy = -0.3125000 hartree
Uniform gas: BR89 / exact exchange = 0.99960
v_tau / v_lap from finite differences = -3.20000
Neon: electrons on grid = 10.00000000
Neon: total energy, exchange only = -128.754812 hartree = -3503.597 eV
Neon: BR89 exchange energy = -12.288483 hartree
Neon: Hartree-Fock exchange energy = -12.113549 hartree
Exchange parts of the eigenvalues (hartree):
orb  v_rho  v_sigma  v_lap(a lap b)  v_lap(grad.grad)  v_tau | sum
1s -3.767616 -0.513376 0.214616 -0.427502 0.342002 | -4.151876
2s -1.077686 -0.086213 0.077162 -0.086196 0.068956 | -1.103976
2p -0.994528 -0.067097 0.100168 -0.111502 0.089201 | -0.983757
Eigenvalue 1s = -30.721510 hartree = -835.975 eV
Eigenvalue 2s = -1.339438 hartree = -36.448 eV
Eigenvalue 2p = -0.472019 hartree = -12.844 eV
Laplacian element (hartree): matrix | integral of product * lap v_lap
1s,1s: -0.21288570 | -0.21288570
1s,2s: 0.02700335 | 0.02700335
2s,2s: -0.00903390 | -0.00903390
2p,2p: -0.01133334 | -0.01133334
Sphere of radius 0.9971 bohr (hartree): weak | strong | surface
1s,1s: -0.2128715 | -0.2128856 | 0.0000140
1s,2s: 0.0278686 | 0.0270284 | 0.0008402
2s,2s: 0.0220579 | -0.0080031 | 0.0300609
2p,2p: 0.0105541 | -0.0109158 | 0.0214699
2p Laplacian + tau (hartree): radial 0.07786804, matrix 0.07786804
r (bohr) | rho (bohr^-3) | v_lap (hartree bohr^2) | lap v_lap (hartree)
0.00100 | 5.94076e+02 | -4.15746e-06 | -1.38526e+00
0.01002 | 5.05168e+02 | -9.70733e-05 | 3.69378e+00
0.09997 | 8.65251e+01 | -2.07024e-03 | 1.71504e-01
0.30031 | 4.64460e+00 | -4.35115e-03 | -9.86805e-01
1.00208 | 4.42322e-01 | -9.39668e-03 | -4.06849e-02
2.99539 | 8.31747e-04 | -7.75706e-03 | 1.08069e-03
Non-spherical density, dE_x/dt (hartree):
energy differences -0.32630627, matrix -0.32630627
matrix without v_lap terms -0.32661045
Largest occupied-virtual v_lap element = 0.062543 hartree
dE/dangle for that pair at self-consistency = 2.6e-11 hartree
Energy penalty if v_lap is dropped from Fock matrix = 8.940e-04 hartree
OK
```
